# Why band tails flatten the cryogenic subthreshold swing of a silicon MOSFET

## Definitions and conventions

Consider a long n-channel transistor on a fully depleted silicon film. Energy $E$ is measured from the edge of the lowest subband, and $\mu$ is the local electron Fermi level measured from the same edge, so $\mu<0$ below threshold. The density of states per unit area is

$$D(E)=N_0\ (E>0),\qquad D(E)=N_0e^{E/W}\ (E<0),$$

where $W$ is the tail width. With the Fermi function $f=1/(1+e^{(E-\mu)/kT})$, the sheet density is $n(\mu)=\int D f\,dE$. Let $r=kT/W$.

The subthreshold swing is $SS=dV_g/d\log_{10}I=\ln10\;I\,dV_g/dI$. The mobility $b$ is at first the same for tail and band electrons. This matters: a tail that is occupied but carries no current acts differently, as shown below. Other assumptions are a gradual channel, a uniform temperature, constant capacitances, and no gate leakage or source-drain tunnelling.

Let $\psi$ be the surface potential, $C_{ox}$ the oxide capacitance, and $C_d$ that of the film in series with the buried oxide. The gate charge balances the electrons and the charge on $C_d$. Up to constants, $C_{ox}(V_g-\psi)=qn+C_d\psi$, hence

$$V_g=m\psi+\frac{qn}{C_{ox}}+\text{constant},\qquad m=1+\frac{C_d}{C_{ox}}.$$

## From current to swing

Let $V$ be the electron quasi-Fermi potential, zero at the source and $V_{ds}$ at the drain. Then $d\mu=q\,d\psi-q\,dV$. At fixed $V_g$, charge balance gives $d\psi=-(q/mC_{ox})\,dn$ along the channel, so

$$dV=-\frac{d\mu}{q}-\frac{q}{mC_{ox}}dn.$$

The gradient of $V$ drives both drift and diffusion: $I=Zbqn\,dV/dx$ for width $Z$. Since $I$ is constant along the length $L$, integration gives $I=(Z/L)bq\int n\,dV$. For a saturated drain, the density at the drain end is negligible. Writing $\mu$ and $n$ for their source values from here on,

$$I=\frac{Z}{L}b\left[F+\frac{q^2n^2}{2mC_{ox}}\right],\qquad F(\mu)=\int_{-\infty}^{\mu}n\,d\mu'.$$

With $n'=dn/d\mu$, and $d\psi=d\mu/q$ at the source, where $V=0$,

$$\frac{dI}{d\mu}=\frac ZL b\,n\left[1+\frac{q^2n'}{mC_{ox}}\right],\qquad
\frac{dV_g}{d\mu}=\frac mq\left[1+\frac{q^2n'}{mC_{ox}}\right].$$

The brackets cancel in the ratio, leaving

$$SS=\frac{\ln10}{q}\left[m\frac Fn+\frac{q^2n}{2C_{ox}}\right].$$

The energy $F/n$ takes the place of $kT$. The second term is the cost in gate voltage of the channel charge.

## The tail and band contributions to $F/n$

Let $N_c(E)=\int_{-\infty}^E D\,dE'$. Integrating $n=\int Df\,dE$ by parts gives $n=-\int N_c\,(\partial f/\partial E)\,dE$. The boundary terms vanish because $N_c\to0$ at the bottom and $f\to0$ exponentially at the top. Since $-\partial f/\partial E=\partial f/\partial\mu$, integrating over $\mu$ gives $F=\int N_cf\,dE$.

In the tail, $N_c=WD$. In the band, $N_c=N_0(W+E)=WD+ED$. Therefore

$$F=Wn+\int_0^\infty EDf\,dE,\qquad \boxed{\frac Fn=W+p_bE_b},$$

where $p_b$ is the fraction of electrons above the edge and $E_b$ their mean energy above it. The tail contributes a fixed $W$; the band contributes a thermal energy weighted by its share of the electrons.

This gives $F/n\ge W$ at once. To compare with $kT$, set $y=e^{(\mu-E)/kT}$. Integrating $f=y/(1+y)$ over the Fermi level gives $kT\ln(1+y)$, so $F=kT\int D\ln(1+y)\,dE$. Both $\ln(1+y)$ and $y/(1+y)$ vanish at $y=0$, and their derivatives are $1/(1+y)$ and the smaller $1/(1+y)^2$. The logarithm is therefore at least as large, and $F/n\ge kT$. Within this model, the swing energy never falls below the larger of $kT$ and $W$.

## Which electrons are present

In the tail,

$$\frac{d\ln(Df)}{dE}=\frac1W-\frac{1-f}{kT}.$$

If $kT>W$, this is positive throughout the tail, and the occupied density peaks at the edge. If $kT<W$, it vanishes where $1-f=r$, which is at

$$E^*=\mu+kT\ln\frac{r}{1-r},$$

provided this lies below the edge. The peak then follows the Fermi level. For $W=4$ meV and $\mu=-20$ meV, it lies at $-21.1$ meV at 10 K and at the edge at 77 K.

The limits of $p_b$ follow from the density when $\mu$ is many $kT$ below the edge. The band part is always $N_0kTe^{\mu/kT}$, with $E_b=kT$.

**Warm case, $r>1$.** Boltzmann occupation gives a tail part

$$N_0e^{\mu/kT}\int_{-\infty}^0e^{E(1/W-1/kT)}dE=N_0e^{\mu/kT}\frac{WkT}{kT-W}.$$

Levels below $\mu$ are overcounted, but their contribution scales as $e^{\mu/W}$ and is negligible sufficiently deep. Adding the band part gives $n=N_0e^{\mu/kT}(kT)^2/(kT-W)$. Thus $p_b=1-W/kT$ and

$$\frac Fn=W+\left(1-\frac W{kT}\right)kT=kT.$$

The ordinary linear law survives even though a fraction $W/kT$ of the electrons is in the tail.

**Cold case, $r<1$.** First extend the tail exponential over all energies. With $t=e^{(E-\mu)/kT}$,

$$\int_{-\infty}^{\infty}e^{E/W}f\,dE=kTe^{\mu/W}\int_0^\infty\frac{t^{r-1}}{1+t}dt=W\frac{\pi r}{\sin\pi r}e^{\mu/W}.$$

The false part above the edge is $kTe^{\mu/kT}/(1-r)$. Subtracting it and adding the band part $kTe^{\mu/kT}$ gives

$$n=N_0\left[W\frac{\pi r}{\sin\pi r}e^{\mu/W}-\frac{kT\,r}{1-r}e^{\mu/kT}\right].$$

The first term wins when $|\mu|(1/kT-1/W)\gg1$. Then $p_b\to0$ and $F/n\to W$. Temperature still changes the prefactor, which shifts the Fermi level needed for a given current, but not the slope.

**Crossover, $r=1$.** With $u=e^{E/W}$, the tail part is

$$N_0W\int_0^1\frac{du}{1+ue^{-\mu/W}}=N_0We^{\mu/W}\ln(1+e^{-\mu/W})\simeq N_0|\mu|e^{\mu/W}.$$

Adding $N_0We^{\mu/W}$ for the band gives $p_b=W/(|\mu|+W)$ and

$$\frac Fn=W\left[1+\frac{W}{|\mu|+W}\right].$$

The corner at $T=W/k$ is therefore rounded at finite current, and it sharpens only slowly as the Fermi level goes deeper.

## Numbers for a thin-film transistor

The parameters are rough typical values: oxide 1.5 nm, film 7 nm, buried oxide 25 nm, $Z=10$ µm, $L=1$ µm, $b=500$ cm²/Vs and $W=4$ meV. Relative permittivities of 3.9 and 11.7 give $C_{ox}=2.30$ µF/cm², $C_d=0.126$ µF/cm² and $m=1.055$. Two valleys of mass $0.19\,m_e$ give $N_0=2(0.19\,m_e)/\pi\hbar^2=1.59\times10^{14}$ /(eV cm²). The crossover temperature is $W/k=46.4$ K.

At each temperature, $\mu$ was found by numerical root finding so that $I=10$ nA, with the energy integrals done by quadrature. Mobility and tail width were held fixed.

| T (K) | μ (meV) | tail share | F/n (meV) | SS (mV/dec) | linear law (mV/dec) |
|---|---|---|---|---|---|
| 4.2 | −21.4 | 1.00 | 4.00 | 9.96 | 0.88 |
| 30 | −24.6 | 0.99 | 4.03 | 10.0 | 6.3 |
| 46.4 | −30.4 | 0.88 | 4.47 | 11.1 | 9.7 |
| 77 | −48.1 | 0.60 | 6.67 | 16.3 | 16.1 |
| 300 | −238 | 0.15 | 25.9 | 62.8 | 62.8 |

The linear law is $mkT\ln10/q$. At 77 K, 40% of the electrons are in the band with mean energy 6.64 meV, so $F/n=4+0.40\times6.64\approx6.7$ meV. At 46.4 K, the crossover formula gives $4[1+4/(30.4+4)]=4.47$ meV.

At 4.2 K the source density is $3.04\times10^9$ cm⁻². The tail term is $2.303\times1.055\times4.00=9.72$ mV/decade, and the charge term $\ln10\,qn/2C_{ox}$ adds 0.24. Their sum is 9.96 mV/decade, about eleven times the linear law.

## An occupied tail that carries no current

Now let only the band density $n_b$ conduct, while the total $n$ still enters the charge balance. Putting $n_b$ into the current integral and repeating the same differentiation gives

$$SS_{im}=\frac{\ln10\,m}{q\,n_b(\mu)}\int_{-\infty}^{\mu}n_b\left[1+\frac{q^2n'}{mC_{ox}}\right]d\mu'.$$

The tail now acts through its capacitance $q^2n'$ alone. For $r<1$ and a nondegenerate band, $n_b\propto e^{\mu/kT}$ and approximately $n'\propto e^{\mu/W}$. Their product integrates with the factor $1/(1/kT+1/W)=kT/(1+r)$, so

$$SS_{im}\simeq\frac{\ln10\,mkT}{q}\left[1+\frac{q^2n'(\mu)}{mC_{ox}(1+r)}\right].$$

As the device cools at fixed current, $\mu$ rises toward the edge. The tail capacitance then grows while $kT$ falls. Numerical evaluation at 10 nA gives 10.1, 10.6, 7.7 and 2.8 mV/decade at 20, 10, 4.2 and 1 K. Between 35 and 8 K the swing stays between 9.7 and 10.7 mV/decade, with a shallow minimum near 30 K and a maximum near 12 K. For these parameters and this current, with the electrons placed at the front surface of the film, an immobile tail can therefore imitate a plateau over that range. The values depend strongly on that placement, as the last section shows.

The imitation ends roughly where the tail capacitance begins to grow more slowly than $kT$ falls. From 10 to 4.2 K at 10 nA, the ratio $q^2n'/mC_{ox}$ rises from 4.9 to 8.3, a factor of 1.7, while $kT$ falls by a factor of 2.4. Since $D\le N_0$, the capacitance ratio $q^2n'/mC_{ox}$ cannot exceed $A=q^2N_0/mC_{ox}=10.5$. On further cooling the band becomes degenerate, with $n_b=N_0\mu$ and $n'=N_0$. Then $I=(Z/L)bN_0(1+A)\mu^2/2$ and $SS_{im}=(\ln10\,m/q)(1+A)\mu/2$. At 10 nA, $\mu=0.117$ meV and the floor is 1.6 mV/decade. It scales as $\sqrt I$ and does not measure $W$.

Current dependence also separates the cases. At 4.2 K, reducing the current from 10 to 1 nA changes the mobile-tail swing from 9.96 to 9.74 mV/decade, but the immobile-tail swing from 7.7 to 6.4.

## A tail with reduced mobility

Between these cases, suppose that tail mobility varies as $e^{E/W_m}$. Describe conduction by $\sigma=\int\sigma_E(-\partial f/\partial E)\,dE$, where $\sigma_E=q\,b(E)N_c(E)$; constant $b$ recovers $\sigma=qbn$. In the tail,

$$\sigma_E\propto e^{E/W_\sigma},\qquad \frac1{W_\sigma}=\frac1W+\frac1{W_m}.$$

With the charge term neglected, the swing energy is $\int\sigma\,d\mu/\sigma=\int\sigma_Ef\,dE/\sigma$. When cold, $f$ is nearly a step at $\mu$, and this ratio becomes $W_\sigma$. For $W_m=20$ meV, it is 3.33 meV instead of 4.00, a reduction of 17%. At currents low enough for the charge term to be negligible, the plateau measures the width of the conductivity tail, which equals that of the density of states only for uniform tail mobility. At 10 nA and 4.2 K, the charge term raises the swing by about 7% in this case, to 8.7 mV/decade, so the net fall from the uniform-mobility value is about 13%.

## The real device and the smaller effects

Thin-film silicon transistors near liquid-helium temperature show swings of roughly 10 mV/decade, far above the linear law. The chosen $W$ places the model in that range; it neither predicts the value nor shows that a mobile tail causes it. At 4.2 K and 10 nA, the assumed mobility gives a source sheet conductivity $qbn$ of only about $0.006\,q^2/h$, where $h$ is Planck's constant. Tail states are then likely to be localized, with conduction by hopping, so a constant mobility is an idealization. The assumption most open to doubt is therefore uniform mobility in the tail. Relaxing it lowers the swing energy on the plateau by 17% in the case above, and an immobile tail removes the plateau set by $W$. A tail that is not exponential would have no single $W$, and its swing would vary with current.

For the swing with a mobile tail, other effects are smaller for these numbers:

- The capacitances above place the electrons at the front surface of the film. Placing them in a thin sheet at its centre, the mean position in an infinite well, gives $m=1.10$ and raises the tail term of the swing by about 4%. With the charge term included, the mobile-tail swing at 4.2 K and 10 nA rises by about 6%. The immobile-tail swing is far more sensitive, because the capacitance between gate and electrons falls by 44%: at 10 nA it becomes 13.8, 16.1, 12.5 and 4.5 mV/decade at 20, 10, 4.2 and 1 K. Spreading the charge over the ground state of the well leaves $m$ at 1.10 but lowers that capacitance by only about 38%, and these values become 13.1, 14.9, 11.5 and 4.1.
- Interface traps at a rough $10^{11}$ /(eV cm²) add $q^2D_{it}$ to $C_d$ and raise $m$ by 0.7%.
- An infinite-well estimate with mass $0.92\,m_e$ puts the second subband 25 meV higher. Giving it the same tail changes $F/n$ by at most 0.014% at the temperatures computed, with $\mu$ held fixed. The four other silicon valleys start about 32 meV higher, with 4.4 times the density of states. Including them as well changes $F/n$ by less than 0.05%, but at 300 K the added subbands raise the density 2.7 times at fixed $\mu$. The values of $\mu$ and tail share in the table therefore belong to the one-subband model.
- For a rectangular barrier of height $|\mu|$ at 4.2 K, the source-drain tunnelling exponent $2L\sqrt{2(0.19\,m_e)|\mu|}/\hbar$ is 654. At $L=20$ nm it is 13, so short channels need a separate calculation.
- With $V_{ds}=0.5$ V and an assumed thermal resistance of $10^5$ K/W, self-heating of the lattice is 0.5 mK. Heating of the electrons above the lattice temperature is not estimated here. It would leave the mobile-tail plateau unchanged while their temperature stays well below $W/k$, but it would change the immobile-tail swing.
- Gate leakage reaches 1% of the drain current at $10^{-3}$ A/cm², a condition the gate stack must meet.

On the plateau, and with the charge term neglected, $I=ZbW|dn/dx|$. The density therefore falls linearly from source to drain, with mean $n/2$. The channel holds about 150 electrons at 4.2 K and 10 nA. At much lower currents or in much smaller devices, a continuous density is no longer a safe description.
